Lamb Shift of Valence s Electrons: Contact-Density Estimate and Screening Correction

**1. Definitions and conventions**

Hartree atomic units are used, with c = 1/α. An s electron of a neutral atom with nuclear charge Z moves in the mean-field potential

V(r) = −Z/r + W(r),

where W is the screening potential. The nucleus is a point. A positive level shift raises the level. The nonrelativistic radial function u is normalized by ∫u² dr = 1, and its density at the nucleus is ρ(0) = [u′(0)]²/4π. For a hydrogenic ns state, ρ(0) = Z³/(πn³).

In the Dirac equation P and Q are the large and small radial functions, with ∫(P² + Q²) dr = 1. For s states

P′ = P/r + [2c + (E−V)/c] Q,
Q′ = −Q/r − [(E−V)/c] P.

"Lamb shift" means the one-loop self-energy plus the Uehling vacuum polarization. The self-energy of a hydrogenic level defines the function F:

E_SE = α³Z⁴F/(πn³) = α³Z F ρ(0).

The quantity sought is R, the Lamb shift of the valence level divided by its relativistic shift. The relativistic shift is the Dirac energy minus the Schrödinger energy. It is called direct if both use the same potential, and self-consistent if each uses its own.

**2. Why the density at the nucleus sets the scale**

As r → 0, E and W are negligible beside Z/r, and so is 2c beside Z/(cr). The Dirac equations become

rP′ = P + Zα Q, rQ′ = −Q − Zα P.

Inserting P = p r^s and Q = q r^s gives (s−1)p = Zα q and (s+1)q = −Zα p. Multiplying the two relations yields s² = 1 − (Zα)². The regular solution has s = γ = √(1−(Zα)²) and q/p = (γ−1)/(Zα). Neither depends on the energy or on the screening. Two s states therefore differ near the nucleus by one factor, the density ratio k.

The distance over which this holds follows from the Schrödinger equation with W ≈ W(0). Put ε = E − W(0) and u = a(r + a₂r² + a₃r³ + …). Then

u″ = −2(Z/r + ε)u

gives, power by power, 2a₂ = −2Z and 6a₃ = −2Za₂ − 2ε. Hence

u/r = a[1 − Zr + (Z² − ε)r²/3 + …].

The first term that distinguishes two s states is −εr²/3. A good hydrogenic reference has nearly the same ε as the valence electron. For cadmium 5s, ε is about −229 hartree, while hydrogenic 2s has −Z²/8 = −288 hartree. The match is rough but sufficient: relative to k, the ratio of the 5s and 2s densities is 0.996 at r = α and 0.96 at r = 1/Z.

The estimate is therefore

E_L(5s) ≈ k E_L(2s, hydrogenic, same Z).

For a local operator of short range this follows from the preceding argument. The self-energy is nonlocal, and its low-frequency part involves distances up to about 1/Z, so for it the scaling is an approximation. A test between two hydrogenic states, with a much larger mismatch in ε (−1152 against −288 hartree) and no screening, gives a rough indication of its quality: scaling the 1s self-energy to 2s at Z = 48 yields 0.1749 hartree, 6% below the reference value of 0.1856 hartree.

**3. The hydrogenic values**

The function F is an input, known from calculations that do not expand in Zα. For 2s it is 2.4550 at Z = 40 and 2.2244 at Z = 50. The established expansion, with L = ln(Zα)⁻² and the Bethe logarithm ln k₀, is

F = (4/3)L + 10/9 − (4/3)ln k₀ + 4π(139/128 − ½ln 2)Zα + (Zα)²[−L² + A L + G],

where A = (16/3)ln 2 + 67/30 for 2s. The remainder G varies smoothly with Z: when an input value at Z = 20 or 40 is left out, interpolating G restores it within 0.005. The same interpolation gives F(2s) = 2.261 at Z = 48. Without G the expansion would give 4.400, so it cannot be truncated there.

The Uehling potential is

U(r) = −(2αZ/3πr) ∫₁^∞ e^(−2rt/α) (1 + 1/2t²) √(t²−1)/t² dt.

Its strength at long wavelength is its volume integral. Since ∫₀^∞ r e^(−2rt/α) dr = α²/4t²,

∫U d³r = −(2α³Z/3) ∫₁^∞ (1 + 1/2t²) √(t²−1)/t⁴ dt.

With t = 1/cos θ the remaining integral is ∫₀^(π/2) (sin²θ cos θ + ½ sin²θ cos³θ) dθ = 1/3 + 1/15 = 2/5. Thus

∫U d³r = −(4/15)α³Z.

For small Zα vacuum polarization adds −4/15 to F. Evaluated with the Dirac 2s density at Z = 48, it adds −0.272. The total is F_L = 2.261 − 0.272 = 1.989.

**4. The direct relativistic shift to first order**

The first Dirac equation gives Q = c(P′ − P/r)/(2c² + E − V). Multiply the second by cP and integrate, moving the derivative from Q to P. The boundary terms vanish, and

E∫P² dr = ∫VP² dr + ∫ c²(P′ − P/r)²/(2c² + E − V) dr.

Let K = E − V. To first order in α², c²/(2c² + K) = ½ − α²K/4. The expression is stationary in P, so the first-order shift follows by inserting the Schrödinger function u:

ΔE = −(α²/4) ∫K(u′ − u/r)² dr.

Write u = rf. Then u′ − u/r = rf′, and the Schrödinger equation reads (r²f′)′ = −2Kr²f. Integration by parts, with K′ = −V′, gives

∫K r²f′² dr = 2∫K²u² dr + ∫V′r²ff′ dr.

In the last term ff′ = ½(f²)′. A second integration by parts leaves a contribution at the origin, where r²V′ → Z and f² → 4πρ(0):

∫V′r²ff′ dr = −2πZρ(0) − ½∫(∇²W)u² dr.

Therefore

ΔE = −(α²/2)∫K²u² dr + (α²/2)πZρ(0) + (α²/8)∫(∇²W)u² dr.

The first term is the kinetic correction and the second the Darwin term of the nucleus. The third, the Darwin term of the screening, is dropped. For cadmium 5s the first two give −0.0256 hartree. The Dirac equation in its weakly relativistic regime, reached by raising c fivefold and rescaling the shift by 25, gives −0.0259 hartree. The 1% difference covers the dropped term and what remains of higher orders.

**5. Leading asymptotics: a pure Coulomb field at high n**

For W = 0, E = −Z²/2n². Differentiating E with respect to Z gives ⟨1/r⟩ = Z/n². Differentiating with respect to l at fixed radial quantum number gives (l+½)⟨1/r²⟩ = Z²/n³, so ⟨1/r²⟩ = 2Z²/n³ for s states. Then

⟨K²⟩ = E² + 2EZ⟨1/r⟩ + Z²⟨1/r²⟩ = Z⁴[1/4n⁴ − 1/n⁴ + 2/n³],

and with πZρ(0) = Z⁴/n³

ΔE = −(α²Z⁴/2n³)(1 − 3/4n).

At high n the kinetic term is −α²πZρ(0). The Darwin term cancels half of it, leaving

ΔE₀ = −(α²/2)πZρ(0).

By the scaling of Section 2, with the nonrelativistic density ratio taken for k, the Lamb shift is α³ZF_Lρ(0), where F_L is the hydrogenic 2s value. Both shifts are proportional to Zρ(0), which cancels in the ratio:

R₀ = −(2α/π)F_L.

With α = 0.3503/48 = 0.00730 and F_L = 1.989, R₀ = −0.92%. The ratio is about minus one percent because it is one power of α, times 2/π, times F_L, which is near two at this Z. F_L is larger in light atoms: the input F(2s) = 4.89 at Z = 10 gives F_L ≈ 4.6 and R₀ ≈ −2%, before the screening correction of Section 6, which makes the ratio larger in magnitude. The sign is negative because the self-energy, which outweighs vacuum polarization here, raises the level, while the direct relativistic shift lowers it.

**6. The first correction: screening**

The kinetic term has a slowly decaying tail, and screening removes part of it. Let δ be the fraction removed:

kinetic term = −α²πZρ(0)(1 − δ).

The Darwin term is unchanged, so

ΔE = −(α²/2)πZρ(0)(1 − 2δ), R₁ = −(2α/π)F_L/(1 − 2δ).

The cancellation between the two terms doubles the relative effect of δ.

To find δ, start from the Coulomb solution at zero energy, u = A√r J₁(√(8Zr)). Near the origin J₁(x) ≈ x/2, so u ≈ A√(2Z) r and 2ZA² = 4πρ(0). The complete integral ∫K²u² dr is 2πZρ(0) = Z²A². For Zr ≫ 1 the average of J₁²(x) is 1/(πx), hence

average of u² = A²√r/(π√(8Z)) = (A²/π√8) K^(−1/2), with K = Z/r.

The form K^(−1/2) is the semiclassical amplitude, which persists when W changes K slowly. The integrand K²u² then becomes (A²/π√8)K^(3/2), and the missing fraction is

δ = [1/(π√8 Z²)] ∫₀^∞ [(Z/r)^(3/2) − K^(3/2)] dr,

with K^(3/2) set to zero beyond the outer turning point.

The hydrogenic case provides a check. There K = Z(1/r − 1/r_t), with r_t = 2n²/Z. With x = r/r_t,

δ = [1/(π√(8Zr_t))] { ∫₀¹ x^(−3/2)[1 − (1−x)^(3/2)] dx + 2 }.

The 2 is the Coulomb tail beyond r_t. Integration by parts turns the integral into −2 + 3∫₀¹ x^(−1/2)(1−x)^(1/2) dx = −2 + 3π/2. Since √(8Zr_t) = 4n, δ = (3π/2)/(4πn) = 3/8n. Thus 1 − 2δ = 1 − 3/4n, in agreement with Section 5.

In a neutral atom described by Thomas–Fermi scaling, K = (Z/r)χ(r/b) with b proportional to Z^(−1/3), for a valence energy near zero. Substituting r = bx shows that δ is proportional to (Zb)^(−1/2), that is, to Z^(−1/3). The correction falls off slowly with Z.

**7. Cadmium 5s**

The orbitals come from exchange-only local-density theory. The density at the nucleus is ρ(0) = 9.03 bohr⁻³, the kinetic term −0.06187 hartree and the Darwin term +0.03626 hartree. The unscreened kinetic term would be −2 × 0.03626 = −0.07252 hartree, so

δ = 1 − 0.06187/0.07252 = 0.147, 1 − 2δ = 0.706.

The corrected ratio is R₁ = −0.92%/0.706 = −1.3%.

Higher orders in Zα act on both shifts. In the fixed potential the full Dirac shift is −0.0291 hartree, 1.14 times the first-order value. The Dirac density ratio is k = 2.29×10⁻³, against 9.03 × 8π/48³ = 2.05×10⁻³ without relativity, a factor of 1.11. These factors nearly cancel, and the directly computed ratio is −1.28%. For 4s it is −1.25%, although that orbital lies much closer to the nucleus. This supports the cancellation of the density in R.

In the self-consistent Dirac potential k = 2.18×10⁻³, and the Lamb shift, taken with that potential held fixed, is

self-energy: 2.182×10⁻³ × 0.1856 = 4.05×10⁻⁴ hartree,
vacuum polarization: 2.182×10⁻³ × (−0.0223) = −0.49×10⁻⁴ hartree,
sum: 3.56×10⁻⁴ hartree, or 9.7 meV.

Integrating the Uehling potential directly over the 5s density reproduces its scaled value within 0.2%. This confirms the scaling for a local operator of this range.

The self-consistent relativistic shift is only −0.0135 hartree, or −0.37 eV. It is less than half the direct shift, because the relativistic change of the mean-field potential raises the 5s level by 0.0156 hartree. This change comes from all occupied shells, including the 5s pair itself, and their separate contributions were not resolved. Measured against this smaller shift, the Lamb shift is −2.6%.

**8. Range of validity**

The ratio of about minus one percent was computed for cadmium, where F_L is near two. It describes the direct shift, for which numerator and denominator are both taken at fixed potential. For other elements F_L, the screening correction and the higher orders in Zα all change. The figure of −2.6% is not a like-for-like ratio. Its denominator includes the response of the mean-field potential to relativity, which reduces the shift by more than half, while its numerator leaves out the response of that potential to the Lamb shift. The latter is of similar size. If the Lamb shift is modelled by a local short-range potential and the exchange-only Dirac equations are made self-consistent again, the 5s shift falls to about 0.54 of its fixed-potential value, about 5 meV. The like-for-like self-consistent ratio is then about −1.4%, close to the direct one.

The formulas for R require a nonzero nonrelativistic density at the nucleus and do not carry over to p or d electrons. Two-loop terms, the Breit interaction and nuclear size are left out. The local exchange potential affects ρ(0), and with it the 9.7 meV, more directly than it affects R. Hartree–Fock exchange lowers the nonrelativistic ρ(0) by 24%, to 6.85 bohr⁻³, more than the 6% seen in the scaling test, while δ moves only from 0.147 to 0.146. The 9.7 meV is therefore a fixed-potential value uncertain by tens of percent. With the response of the mean field included, the shift of the 5s orbital energy is about 5 to 6 meV. The intermediate values of Sections 2 to 7 are collected in the numerical output below.

Numbers as computed

```
nuclear charge Z (Cd): 48
Z*alpha: 0.3503
input F(1s) at Z=40: 2.1352
input F(1s) at Z=50: 1.8643
input F(2s) at Z=40: 2.4550
input F(2s) at Z=50: 2.2244
F(1s) interpolated to Z=48: 1.910
F(2s) interpolated to Z=48: 2.261
F(2s), known expansion terms only, Z=48: 4.400
Uehling part of F(2s), Z=48: -0.272
hydrogenic 2s self-energy: 0.18558 hartree
same, scaled from 1s by density: 0.17485 hartree
hydrogenic 2s Uehling shift: -0.02231 hartree
Dirac density ratio 2s/1s, hydrogenic: 0.1394
radius where density ratios are taken: 2.07e-04 bohr
5s energy, Schroedinger SCF: -0.16782 hartree
5s energy, Dirac in fixed potential: -0.19690 hartree
5s energy, Dirac SCF: -0.18130 hartree
screening potential W near nucleus: 229.0 hartree
5s energy minus W near nucleus: -229.1 hartree
hydrogenic 2s energy -Z^2/8: -288.0 hartree
5s nonrelativistic density at nucleus: 9.030 bohr^-3
kinetic (p^4) term, 5s: -0.06187 hartree
Darwin term, 5s: 0.03626 hartree
first-order relativistic shift: -0.02561 hartree
Dirac shift, weak limit (5c, times 25): -0.02590 hartree
Coulomb-limit relativistic shift: -0.03626 hartree
direct relativistic shift, 5s: -0.02908 hartree
self-consistent relativistic shift, 5s: -0.01348 hartree
self-consistent shift in eV: -0.3667 eV
density ratio k, Dirac SCF: 2.1821e-03
density ratio k, fixed potential: 2.2862e-03
density ratio at r=alpha, relative to k: 0.9957
density ratio at r=1/Z, relative to k: 0.9607
5s self-energy, scaled: 4.050e-04 hartree
5s Uehling shift, scaled: -4.867e-05 hartree
5s Uehling shift, direct integral: -4.860e-05 hartree
5s Lamb shift, Dirac SCF density: 3.563e-04 hartree
5s Lamb shift in meV: 9.69 meV
5s Lamb shift, fixed-potential density: 3.733e-04 hartree
Lamb / direct relativistic shift, 5s: -1.28 percent
Lamb / direct relativistic shift, 4s: -1.25 percent
Lamb / self-consistent shift, 5s: -2.64 percent
Coulomb-limit ratio -(2 alpha/pi) F: -0.92 percent
```
